# Static polarizability from a Lanczos continued fraction that survives nuclear singularities

## Hydrogen: the response in closed form, and a recursion that stops

Put a hydrogen atom, with its nucleus held fixed, in a weak uniform field $F$ along $z$. The electron has charge $-e$, so the perturbation is $+eFz$. Let $H=p^2/2m+V$ have the normalized real ground state $\psi_0$ with energy $E_0$, and define

$$A=H-E_0,\qquad f=(z-\langle z\rangle)\psi_0 .$$

At first order in $F$, the change $\psi_1$ of the state obeys $A\psi_1=-eFf$. Writing $\psi_1=-eFx$ gives $Ax=f$. The induced dipole is $-e\cdot2\langle\psi_0|z|\psi_1\rangle=2e^2F\langle f|x\rangle$, hence

$$\alpha=2e^2\langle f|A^{-1}|f\rangle . \tag{1}$$

The inverse is taken orthogonal to $\psi_0$. There $A$ is positive, with a gap, because the ground state is isolated.

For hydrogen $\langle z\rangle=0$. Let $s=r/a_0$ and $E_h=\hbar^2/(ma_0^2)$, and write each function with the angular dependence of $z$ as $\cos\theta\,u(s)/s$. Then

$$Au=E_h\left(-\tfrac12u''+\frac{u}{s^2}-\frac us+\frac u2\right),\qquad f\to s^2e^{-s}.$$

Since $(s^2e^{-s})''=(2-4s+s^2)e^{-s}$ and $(s^3e^{-s})''=(6s-6s^2+s^3)e^{-s}$,

$$A(s^2e^{-s})=E_h\,s\,e^{-s},\qquad A(s^3e^{-s})=E_h(2s^2-2s)e^{-s}.$$

Adding half the second to the first leaves $E_hs^2e^{-s}$, so $x=(s^2+s^3/2)e^{-s}/E_h$. Inner products carry the factor $\tfrac43a_0^2$, which makes $\langle f|f\rangle=\tfrac43a_0^2\int_0^\infty s^4e^{-2s}ds=a_0^2$. With $e^2a_0^2/E_h=4\pi\varepsilon_0a_0^3$,

$$\frac{\alpha}{4\pi\varepsilon_0a_0^3}=2\cdot\frac43\int_0^\infty\left(s^4+\frac{s^5}{2}\right)e^{-2s}ds=\frac83\left(\frac34+\frac{15}{16}\right)=\frac92 .$$

The solution is a short polynomial times an exponential. One might expect to reach it by applying $A$ repeatedly to $f$. The first application gives $s\,e^{-s}$. For the second, $(se^{-s})''=(s-2)e^{-s}$, so

$$A(s\,e^{-s})=E_h\,\frac{e^{-s}}{s}.$$

This is not normalizable: $\int e^{-2s}s^{-2}ds$ diverges at the nucleus. The repeated action of $A$ leads towards the singularity, while the wanted response lies at distances of order $a_0$.

## What the plain recursion promises

Lanczos recursion starts from $q_1=f/\sqrt{\mu_0}$, $\mu_0=\langle f|f\rangle$, and builds orthonormal vectors by

$$Aq_n=b_{n-1}q_{n-1}+a_nq_n+b_nq_{n+1},\qquad b_0=0. \tag{2}$$

Three terms suffice: for $j<n-1$, $\langle q_j|Aq_n\rangle=\langle Aq_j|q_n\rangle=0$, because $Aq_j$ lies in the span of $q_1,\dots,q_{j+1}$. In this basis $A$ is a tridiagonal matrix $T_n$ with diagonal $a_k$ and off-diagonal $b_k$.

To see what truncation does, take any trial function $g$ of finite energy. Using $Ax=f$,

$$\langle f|A^{-1}|f\rangle-\bigl(2\langle f|g\rangle-\langle g|A|g\rangle\bigr)=\langle x-g|A|x-g\rangle\ge0. \tag{3}$$

The bracket is a lower bound, and its maximum over a larger space cannot be smaller. For $g=\sum_{j\le n}c_jq_j$ the bracket is $2\sqrt{\mu_0}\,c_1-c^{T}T_nc$. It is stationary when $T_nc=\sqrt{\mu_0}\,e_1$, with $e_1$ the first unit vector, and its value is then $\mu_0(T_n^{-1})_{11}$.

To find this element, solve $T_ny=e_1$ from the last row upwards. The last row gives $b_{n-1}y_{n-1}+a_ny_n=0$. Set $t_n=a_n$. Substituting $y_{k+1}=-b_ky_k/t_{k+1}$ into row $k$ gives $b_{k-1}y_{k-1}+t_ky_k=0$ with $t_k=a_k-b_k^2/t_{k+1}$, and the first row becomes $t_1y_1=1$. Therefore

$$\alpha_n=\cfrac{2e^2\mu_0}{a_1-\cfrac{b_1^2}{a_2-\cdots-\cfrac{b_{n-1}^2}{a_n}}},\qquad \alpha_1\le\alpha_2\le\dots\le\alpha. \tag{4}$$

The gain per level follows from adding one row and column to $T_n$. With $D_n=\det T_n$, block inversion gives

$$(T_{n+1}^{-1})_{11}-(T_n^{-1})_{11}=\frac{b_n^2[(T_n^{-1})_{1n}]^2}{a_{n+1}-b_n^2(T_n^{-1})_{nn}}=\frac{(b_1\cdots b_n)^2}{D_nD_{n+1}}.$$

The last form uses $(T_n^{-1})_{1n}=\pm b_1\cdots b_{n-1}/D_n$ and the fact that the denominator is $D_{n+1}/D_n$. The gain is strictly positive until some $b_n$ vanishes.

A harmonic well shows the scheme at its best. If $V$ depends on $z$ through $m\omega^2z^2/2$, then $\partial_z\psi_0=-(m\omega/\hbar)z\psi_0$. Because $A\psi_0=0$ and $H$ fails to commute with $z$ only through the kinetic energy,

$$Af=[H,z]\psi_0=-\frac{\hbar^2}{m}\partial_z\psi_0 , \tag{5}$$

which here equals $\hbar\omega f$. The fraction ends at level one, and with $\mu_0=\hbar/2m\omega$ it gives $\alpha=2e^2\mu_0/\hbar\omega=e^2/m\omega^2$, the classical result for a bound charge.

## Where the promise fails

Monotonicity says nothing about reaching $\alpha$. Level $n$ needs the moments $\mu_k=\langle f|A^k|f\rangle$ up to $k=2n-1$. Apply $A$ to (5); the kinetic energy commutes with $\partial_z$, so

$$A^2f=-\frac{\hbar^2}{m}[V,\partial_z]\psi_0=\frac{\hbar^2}{m}(\partial_zV)\psi_0. \tag{6}$$

Integrating by parts where needed gives the first moments:

$$\mu_1=-\frac{\hbar^2}{2m}\int z\,\partial_z(\psi_0^2)\,d^3r=\frac{\hbar^2}{2m},\qquad \mu_2=\frac{\hbar^2\langle p_z^2\rangle}{m^2},$$

$$\mu_3=\langle Af|A^2f\rangle=-\frac{\hbar^4}{2m^2}\int\partial_z(\psi_0^2)\,\partial_zV\,d^3r=\frac{\hbar^4}{2m^2}\langle\partial_z^2V\rangle .$$

The second derivative of $V$ includes its point contribution at each nucleus. The next moment is $\mu_4=(\hbar^4/m^2)\int(\partial_zV)^2\psi_0^2\,d^3r$. Near a point nucleus $\partial_zV$ grows as $1/r^2$ and $\psi_0$ is not zero, so the integrand behaves as $r^{-4}\cdot r^2$ and the integral diverges. For one electron bound by point nuclei, the plain fraction therefore has two levels and no third:

$$\alpha_1=\frac{2e^2\mu_0^2}{\mu_1}=\frac{4me^2\mu_0^2}{\hbar^2},\qquad
\alpha_2=2e^2\,\frac{\mu_0^2\mu_3-2\mu_0\mu_1\mu_2+\mu_1^3}{\mu_1\mu_3-\mu_2^2}. \tag{7}$$

The second follows from maximizing the bracket in (3) for $g=c_0f+c_1Af$, that is, from $\mu_1c_0+\mu_2c_1=\mu_0$ and $\mu_2c_0+\mu_3c_1=\mu_1$.

For hydrogen the moments are $1,\tfrac12,\tfrac13,\tfrac23$ in units $a_0^2E_h^k$. Thus $\alpha_1=4$, and $\alpha_2=2\cdot\frac{11/24}{2/9}=\frac{33}{8}=4.125$, in units $4\pi\varepsilon_0a_0^3$. The sequence stops more than 8% below $\frac92$.

A finite basis or grid hides this. All moments of a finite matrix exist, and the recursion ends at the polarizability of that matrix. But consider a radial grid of spacing $h$ (in units of $a_0$), which cuts off $A^2f$ at $s\sim h$. The third direction $g\simeq A^2f$ overlaps the residual of level two by an amount of order $\int_h s^{-2}ds\sim1/h$, while $\langle g|A|g\rangle\sim1/h^3$. Maximizing (3) along $g$ yields a gain of order $(1/h)^2/(1/h)^3=h$. The third level should then sink back to $33/8$ as the grid is refined. For $h=0.1$, $0.05$ and $0.025$ it is 4.199, 4.162 and 4.144: the excess over 4.125 halves each time. The number of levels needed to come within 1% of the grid's own limit rises from 15 to 27 to 52. At level three, refining the grid makes the answer worse.

## Changing the metric

The defect appears when the kinetic energy, which is unbounded, acts repeatedly on functions that are not smooth at a nucleus. This suggests measuring vectors by their kinetic energy. For a potential that vanishes at infinity and a bound state $E_0<0$, the operator

$$K=\frac{p^2}{2m}-E_0$$

is positive. Replace orthonormality by $\langle q_i|K|q_j\rangle=\delta_{ij}$, start from $q_1=K^{-1}f/\sqrt w$ with $w=\langle f|K^{-1}|f\rangle$, and use

$$K^{-1}Aq_n=b_{n-1}q_{n-1}+a_nq_n+b_nq_{n+1}. \tag{8}$$

The coefficients are new, with $a_n=\langle q_n|A|q_n\rangle$. Each level costs one solution of $Ku=\text{source}$, an equation with constant coefficients that is diagonal in plane waves.

Setting $\phi=K^{1/2}q$ turns (8) into an ordinary Lanczos recursion for

$$B=K^{-1/2}AK^{-1/2}=1+K^{-1/2}VK^{-1/2},\qquad G=K^{-1/2}f,$$

and (1) becomes $\alpha=2e^2\langle G|B^{-1}|G\rangle$. The null vector of $B$ is $K^{1/2}\psi_0$. It is orthogonal to the start, since $\langle K^{1/2}\psi_0|K^{-1/2}f\rangle=\langle\psi_0|f\rangle=0$, and the symmetric operator $B$ preserves this. The solution may differ from $x$ by a multiple of $\psi_0$, which does not affect $\langle f|x\rangle$. Equations (3) and (4) therefore carry over, with $w$ in place of $\mu_0$: the lower bound and the monotone rise survive.

What has improved is the spectrum. For Coulomb attraction $V<0$, so $B$ lies below 1. Moreover, $K^{-1/2}VK^{-1/2}$ is compact. To see this, cut $V$ at a large radius $L$. The outer part has operator norm at most of order $1/(L|E_0|)$, which vanishes as $L\to\infty$. For the inner part $V_L$, consider $|V_L|^{1/2}K^{-1}|V_L|^{1/2}$. The kernel of $K^{-1}$ is bounded by a constant over $|\mathbf r-\mathbf r'|$, so the squared kernel is bounded by a constant times $|V_L(\mathbf r)||V_L(\mathbf r')|/|\mathbf r-\mathbf r'|^2$. This is integrable for Coulomb singularities, and the operator is compact. It has the form $D^\dagger D$ with $D=K^{-1/2}|V_L|^{1/2}$, so $D$ and $DD^\dagger=K^{-1/2}|V_L|K^{-1/2}$ are compact too. A norm limit of compact operators is compact. The eigenvalues of $B$ can thus accumulate only at 1, and the smallest one apart from the null vector is positive. The recursion never leaves the symmetry of $G$, so below $\lambda_{\min}$ means the smallest nonzero eigenvalue among functions of that symmetry; it can differ from one field direction to another.

This gives a rate. A trial vector $p(B)G$ leaves the error $B^{-1}P(B)G$, where $P(\lambda)=1-\lambda p(\lambda)$ has degree $n$ and $P(0)=1$. By (3),

$$\alpha-\alpha_n\le2e^2\langle G|B^{-1}P(B)^2|G\rangle\le\alpha\max_{\lambda_{\min}\le\lambda\le1}P(\lambda)^2 .$$

Choose the Chebyshev polynomial $C_n$ mapped to this interval and divided by its value at $\lambda=0$, which is $C_n(\zeta)$ with $\zeta=(1+\lambda_{\min})/(1-\lambda_{\min})$. Because $C_n(\zeta)\ge\frac12(\zeta+\sqrt{\zeta^2-1})^n$,

$$\alpha-\alpha_n\le4\rho^{2n}\alpha,\qquad\rho=\frac{1-\sqrt{\lambda_{\min}}}{1+\sqrt{\lambda_{\min}}}. \tag{9}$$

The same argument for the plain recursion on a grid involves $\lambda_{\min}/\lambda_{\max}$, which shrinks as $h^2$. The bound then allows the number of levels to grow as $1/h$, close to the growth seen above.

Hydrogen can be followed through. The equation $Au=\lambda Ku$ is $(1-\lambda)Ku=E_hu/s$. This describes an atom of nuclear charge number $Z=1/(1-\lambda)$ with a level at $-E_h/2$. Hydrogenic levels $-Z^2E_h/2n^2$ require $Z=n$, so $\lambda=1-1/n$ with $n\ge2$ for functions of $p$ symmetry. The first two solutions are $S_2=s^2e^{-s}$ and $S_3=s^2(2-s)e^{-s}$, with $KS_n=nE_hS_n/s$. Since $f=s^{-1}(2S_2-S_3)$, only these two contribute. Their shares in $\int f\,K^{-1}f\,ds$ are, in units $1/E_h$,

$$w_2=\frac42\int_0^\infty\frac{S_2^2}{s}ds=\frac34,\qquad w_3=\frac13\int_0^\infty\frac{S_3^2}{s}ds=\frac18 .$$

The first level uses the average eigenvalue, and the second resolves both:

$$\frac{\alpha_1}{4\pi\varepsilon_0a_0^3}=\frac83\,\frac{(7/8)^2}{\frac12\cdot\frac34+\frac23\cdot\frac18}=\frac{49}{11},\qquad
\frac{\alpha_2}{4\pi\varepsilon_0a_0^3}=\frac83\left(\frac{3/4}{1/2}+\frac{1/8}{2/3}\right)=\frac92 .$$

The fraction ends at the full answer after two levels. On the finest grid it gives 4.4546 and 4.5001, against that grid's limit of 4.5001.

## Knowing when to stop

A lower bound alone does not reveal the remaining error. The residual $R_n=G-By_n$ of the level-$n$ solution $y_n$ is, by the recursion, $-\sqrt w\,b_n(T_n^{-1})_{n1}\phi_{n+1}$. The error vector is $B^{-1}R_n$, so (3) gives $\alpha-\alpha_n=2e^2\langle R_n|B^{-1}|R_n\rangle$, and hence

$$\alpha_n\le\alpha\le\alpha_n+\frac{2e^2w\,b_n^2[(T_n^{-1})_{n1}]^2}{\lambda}, \tag{10}$$

for any positive $\lambda\le\lambda_{\min}$. If $\lambda$ exceeds $\lambda_{\min}$, the upper side is no longer guaranteed. In a finite basis, both sides enclose the polarizability of that basis.

## A one-electron molecule

The molecular ion H$_2^+$ has one electron and two nuclear singularities. The nuclei are fixed 0.106 nm apart, close to the energy minimum at 0.1057 nm (the program prints the nearest point of its search grid, 0.1056), and the treatment is nonrelativistic. The basis consists of Laguerre and Legendre functions in prolate spheroidal coordinates. Polarizabilities below are in $10^{-41}$ C m$^2$/V.

The plain first level needs only the mean square coordinate. Along the axis $\mu_0=0.003118$ nm$^2$, so (7) gives

$$\alpha_1=\frac{4(9.109\times10^{-31})(1.6022\times10^{-19})^2(3.118\times10^{-21})^2}{(1.0546\times10^{-34})^2}=8.18\times10^{-41}\ \text{C m}^2/\text{V}.$$

The levels along the axis, as computed in this basis, are:

| level | plain (basis-dependent after level 1) | metric $K$ | upper bound (10) |
|---|---|---|---|
| 1 | 8.177 | 6.976 | 9.474 |
| 2 | 8.288 | 8.402 | 8.427 |
| 3 | 8.311 | 8.409 | 8.409 |
| 5 | 8.365 | 8.409 | 8.409 |

The plain column needs care. At a nucleus $Af$ depends on the direction of approach, which these smooth basis functions represent poorly. With accurate moments, (7) gives 8.269 for the second plain level, 0.2% below the table; across the axis it gives 2.774, where the basis gives 2.787. The plain levels from the third on have no counterpart in continuous space and change with the basis.

A direct solution in the same basis gives 8.409, as do energies computed in finite fields. Along the axis the new metric starts worse: its first level is 17% low, against 3% for the plain one. At level one $\alpha_1/\alpha=1/(\langle\lambda\rangle\langle\lambda^{-1}\rangle)$, averaged over the spectral weight of $G$, so a broad spread of eigenvalues is costly. Along the axis the spectrum reaches down to $\lambda_{\min}=0.207$. Across the axis it starts at 0.421, and the first level, 2.872, is only 1% below the direct value 2.904.

Across the axis metric $K$ is ahead from the first level, and along the axis from the second. It is within 0.1% in both directions after two levels; the plain recursion in this fixed basis needs 10 and 12, counts that change with the basis. The bound (9) is cautious: with $\rho=0.375$ it allows an error of $4\rho^4\simeq8\%$ at level two, where the actual one is 0.09%.

An independent Gaussian basis (aug-cc-pVQZ) gives 8.412 and 2.895. The first lies slightly above the value found here. This does not contradict (3), which presumes the exact ground state; an approximate $\psi_0$ changes both $f$ and $A$.

The orientation mean is $(8.409+2\times2.904)/3=4.739$, or 0.426 Å$^3$ as a polarizability volume. Averaging over the zero-point vibration, in which the mean bond length is 0.109 nm, raises it by 10%. For this light molecule, fixing the nuclei costs far more than stopping at level two. At 5 MV/cm, the leading nonlinear term changes the parallel dipole by about $-0.0001\%$ and the perpendicular one by about $+0.0007\%$, so linear response is safe for fixed nuclei. The acceleration of the charged ion as a whole is not part of $\alpha$.

## What the error means for a low-k film

H$_2^+$ is a test molecule and not a constituent of a dielectric. What carries over is how an error in $\alpha$ propagates. For $N$ equivalent polarizable units per volume in cubic or random surroundings, the Clausius–Mossotti relation reads $(k-1)/(k+2)=N\alpha/3\varepsilon_0$. Differentiating gives $3\,dk/(k+2)^2=[(k-1)/(k+2)]\,d\alpha/\alpha$, so a small fractional shortfall $\delta$ lowers $k$ by

$$\Delta k=\frac{(k-1)(k+2)}{3}\,\delta .$$

Take an electronic permittivity of 2.0, a rough value for organosilicate films, and suppose that the units had the fractional errors found above. The factor is 1.33. The plain first level, 4.2% low in the orientation mean, would turn 2.0 into 1.94; the first level in metric $K$, 10.5% low, would give 1.86. At level two the mean is 0.05% low and $k$ shifts by less than 0.001.

Real films depart from this picture in larger ways. Their static permittivity, very roughly 2.5 to 3, also contains ionic and orientational parts, which move $k$ by several tenths or more. Their molecules have many electrons, whose mutual response is absent from (1); the present model gives no estimate of its size.

The metric $K$ has its own conditions. It requires $E_0<0$ and a potential that vanishes at infinity. In a confining well the compactness argument fails, although there, as the harmonic case shows, the plain recursion can be the better choice. The numerical output below gives the remaining levels and the perpendicular bounds.

## Numbers as computed

```
HYDROGEN ATOM, polarizability in units of 4 pi eps0 a0^3
moments mu0..mu3 (atomic units): 1 1/2 1/3 2/3
plain convergents 1, 2: 4.0000 4.1250
exact value: 4.5000
grid 0.100 a0: limit 4.5016, plain level 3 4.1990, levels to 1%: 15
grid 0.050 a0: limit 4.5004, plain level 3 4.1622, levels to 1%: 27
grid 0.025 a0: limit 4.5001, plain level 3 4.1437, levels to 1%: 52
kinetic metric, convergents 1, 2: 4.4546 4.5001
kinetic metric, lowest eigenvalues: 0.5 0.6666 0.75
H2+ MOLECULE, polarizability in 1e-41 C m^2/V
bond length: 0.106 nm
electronic energy: -29.98305 eV
parallel: direct solve 8.40898
  finite field 8.40898, Gaussian basis 8.4118
  mean square coordinate: 0.003118 nm^2
  kinetic metric: lambda_min 0.2070, rho 0.3746
  level: plain, kinetic metric, upper bound
  1: 8.17672 6.97601 9.47370
  2: 8.28751 8.40159 8.42652
  3: 8.31099 8.40895 8.40906
  4: 8.34853 8.40898 8.40899
  5: 8.36451 8.40898 8.40898
  levels to 0.1%: plain 10, kinetic metric 2
perpendicular: direct solve 2.90379
  finite field 2.90379, Gaussian basis 2.8947
  mean square coordinate: 0.001799 nm^2
  kinetic metric: lambda_min 0.4211, rho 0.2129
  level: plain, kinetic metric, upper bound
  1: 2.72143 2.87243 2.91684
  2: 2.78728 2.90374 2.90382
  3: 2.81242 2.90379 2.90379
  4: 2.83266 2.90379 2.90379
  5: 2.85230 2.90379 2.90379
  levels to 0.1%: plain 12, kinetic metric 2
orientation mean: 4.7389 (1e-41 C m^2/V)
orientation mean as volume: 0.4259 angstrom^3
energy minimum at 0.1056 nm
mean bond in zero-point state: 0.1092 nm
zero-point change of orientation mean: 10.27 %
nonlinear part of parallel dipole at 5 MV/cm: -0.00013 %
film: electronic k 2.0, dk per unit shortfall 1.3333
level 1, plain: shortfall 4.199 %, film k 1.9448
level 1, kinetic metric: shortfall 10.521 %, film k 1.8645
```
